Counting silane's harmonic vibrational states with the Beyer-Swinehart recursion

A model of silane with nine harmonic vibrations has 1,039,521 vibrational states between its zero-point level and 20000 cm⁻¹ above it. A procedure consisting of 1674 integer additions finds this number without approximation. That is 621 states per addition, so the states cannot have been counted one at a time. What was counted instead, and what must hold for the answer to be exact, can be found by starting from the obvious method and removing its faults.

The model and the question

Energies are divided by hc and given in cm⁻¹, and they are measured from the zero-point level. Each of s independent harmonic modes has a quantum ν_i and an occupation v_i = 0, 1, 2, …. A state is a list of occupations, with energy

E(v) = Σ_i v_i ν_i.

Silane, SiH₄, has nine vibrations. Its tetrahedral symmetry groups them into one stretch of type a1, three stretches of type t2, two bends of type e and three bends of type t2. The numerical model keeps this grouping and takes round parameters: 2200 cm⁻¹ for all four stretches, 1000 cm⁻¹ for the e bends and 900 cm⁻¹ for the t2 bends. They are chosen values, so the results describe the model and are not predictions for the real molecule. Anharmonicity and rotation are left out.

Two quantities are wanted. The sum of states W(E) is the number of states with energy at most E. The density of states is the number per unit energy near E. Both enter the theory of unimolecular decomposition, here SiH₄ → SiH₂ + H₂, for which the model takes a threshold of 20000 cm⁻¹.

The naive scheme: list the states

One can run through all lists of occupations and keep those with E(v) ≤ E. The work is then at least W(E), and a geometrical argument shows how fast that grows.

Treat the occupations as coordinates in s dimensions, and give each counted state the unit box v_i ≤ x_i < v_i + 1. The boxes do not overlap, so their total volume is W(E). Take any point with x_i ≥ 0 and Σ_i x_i ν_i ≤ E. Rounding its coordinates down gives a state of no higher energy, so the point lies in a counted box. The boxes therefore cover the whole simplex Σ_i x_i ν_i ≤ E. In the other direction, a point in a counted box has

Σ_i x_i ν_i < Σ_i (v_i + 1) ν_i ≤ E + Σ_i ν_i,

so the boxes lie inside a larger simplex of the same shape.

The volume of such a simplex follows from the substitution y_i = x_i ν_i/E. It produces the factor Π_i (E/ν_i) and leaves the unit simplex Σ_i y_i ≤ 1, whose volume is called V_s. Slicing at fixed y_s = y leaves a simplex of dimension s−1 with edge 1−y, so that

V_s = V_{s−1} ∫₀¹ (1−y)^{s−1} dy = V_{s−1}/s.

With V_1 = 1 this gives V_s = 1/s!. Hence

E^s/(s! Π_i ν_i) ≤ W(E) ≤ (E + Σ_i ν_i)^s/(s! Π_i ν_i).

The ratio of the two bounds is (1 + Σ_i ν_i/E)^s, which tends to 1 at high energy. Listing therefore costs an amount that grows as E^s, here as E⁹: in that limit, doubling the energy multiplies the work by 2⁹ = 512.

At moderate energy the bounds are no substitute for a count. In the model Σ_i ν_i = 3·900 + 2·1000 + 4·2200 = 13500 cm⁻¹, which is comparable with E. At 20050 cm⁻¹ the bounds are 8.4×10⁴ and 8.7×10⁶, a factor of about one hundred apart.

First repair: keep a histogram

The list holds far more than the question asks for. All quanta of the model are multiples of 100 cm⁻¹, so all energies are too, and up to 20000 cm⁻¹ there are at most 201 different values. The level at 20000 cm⁻¹ alone contains 35,371 states. Nothing is lost for the present purpose if states of equal energy are merged and only their number is stored.

Let the grid be E_k = kδ with k = 0, 1, …, M, and suppose that

ν_i = n_i δ, with n_i a positive integer for every mode.

With δ = 100 cm⁻¹ the steps n_i are 9, 10 and 22, and M = 200. Let g_k be the number of states at E_k, that is, the number of solutions of Σ_i v_i n_i = k.

The histogram can be built one mode at a time. Let b_k be the counts for the modes already included, and c_k the counts after adding a mode of step n. If the new mode holds v quanta, the others must supply k − vn steps, so

c_k = b_k + b_{k−n} + b_{k−2n} + …,

where the sum stops when the index would become negative. With no modes there is one state, at energy zero: b_0 = 1 and all other entries vanish.

This removes the growth as E^s, but a fault remains. The sum for c_k contains about k/n additions, so one mode costs about M²/(2n) of them. Halving δ at fixed energy range doubles both M and n, and so doubles the work, in proportion to the number of grid points; but doubling the energy range at fixed δ multiplies the work by four.

Second repair: reuse the previous sum

The sums for c_k and c_{k−n} are nearly the same. Writing the second one out,

c_{k−n} = b_{k−n} + b_{k−2n} + b_{k−3n} + …,

one sees that it is everything in c_k except the first term. Therefore

c_k = b_k + c_{k−n} for k ≥ n, and c_k = b_k for k < n.

The physical reading is that a state either has no quantum in the new mode, which gives b_k, or has at least one. In the second case, removing one quantum pairs it with a state at k−n in which the new mode may have any occupation, which gives c_{k−n}. One addition replaces the whole sum.

The step uses the equal spacing of harmonic levels. For an independent anharmonic mode the gaps between levels vary, the shifted sum is no longer part of the original one, and the longer sum over its levels has to be kept. If modes are coupled so that the energy is not a sum over modes, building the histogram mode by mode fails as well.

Third repair: overwrite in the right order

Two arrays are unnecessary. When entry k is updated, it still contains b_k. Entry k−n must already contain c_{k−n}, so the grid has to be traversed upwards:

start: g_0 = 1, all other g_k = 0
for each mode, with step n:
  for k = n, n+1, …, M:
    g_k ← g_k + g_{k−n}

This is the Beyer-Swinehart recursion. The level at 1800 cm⁻¹ shows it at work. Among entries up to that energy, the three 900 cm⁻¹ modes act on those at 0, 900 and 1800 cm⁻¹, which begin as 1, 0, 0.

after the first mode: 1, 0+1 = 1, 0+1 = 1
after the second mode: 1, 1+1 = 2, 1+2 = 3
after the third mode: 1, 2+1 = 3, 3+3 = 6

The 1000 cm⁻¹ modes add nothing at 1800 cm⁻¹, because the entry at 800 cm⁻¹ is empty, and the stretches are too large to contribute. The result 6 is right: two quanta can sit together in one of three modes, or separately in one of three pairs.

If the grid is traversed downwards, entry k−n still holds its old value, and the update becomes c_k = b_k + b_{k−n}. The new mode can then hold zero quanta or one, and nothing more. The three entries become 1, 1, 0, then 1, 2, 1, then 1, 3, 3. The count at 1800 cm⁻¹ is now 3: the pairs survive and the doubly excited modes are missing. The direction of the inner loop thus decides which physical system is counted.

The order of the modes does not matter. To see this, collect the counts in a power series G(z) = Σ_k g_k z^k. An upward pass multiplies the series by 1 + z^n + z^{2n} + … = 1/(1−z^n). After all passes, for the coefficients up to z^M,

G(z) = Π_i 1/(1 − z^{n_i}),

and the factors commute. Cutting the grid at M does no harm to the retained entries, since each entry receives contributions from lower entries alone.

Further levels can be followed by hand. At 1900 cm⁻¹ one quantum of each bend type gives 3·2 = 6 states. At 2000 cm⁻¹ two quanta in two modes give 3. At 2200 cm⁻¹ there are 4, one for each stretch. At 2700 cm⁻¹ three quanta in three modes can be arranged in 10 ways: 3 with all quanta in one mode, 6 with two in one and one in another, and 1 with one in each.

The cost, and the sum of states for the same price

A mode with n ≤ M updates the entries from n to M, which takes M + 1 − n additions. A mode with n > M takes none. The total is

Σ_i max(0, M + 1 − n_i) ≤ s(M + 1).

For the model this is 3(201−9) + 2(201−10) + 4(201−22) = 576 + 382 + 716 = 1674, against the bound 9·201 = 1809. At fixed δ the work grows linearly with the energy range, whereas the number of states grows as E⁹ at high energy. Counting an addition as one unit of work assumes that the integers fit the machine's arithmetic. If they outgrow it, longer integers are needed and each addition becomes dearer.

The recursion so far yields g_k, and W at 20000 cm⁻¹ would require adding up the histogram. Even that can be absorbed. Since

W(E_k) = g_0 + g_1 + … + g_k,

the power series of the sums of states is G(z)(1 + z + z² + …) = G(z)/(1−z). The extra factor is itself the series with all coefficients equal to 1. Starting from an array filled with ones, instead of a single one at k = 0, therefore makes the same 1674 additions deliver W on the whole grid. At 20000 cm⁻¹ the entry is 1,039,521. This accounts for the opening figure: each entry now holds the number of all states up to its energy, for the modes included so far, and one addition adds such a whole group at once.

The density of states needs more care. Averaged over one grid step it is g_k/δ, which at 20000 cm⁻¹ gives 35,371/100 ≈ 354 per cm⁻¹. With δ = 50 cm⁻¹ the level would still contain 35,371 states, but g_k/δ would be twice as large there and zero at the neighbouring grid points. The counts g_k and W belong to the model, while the density belongs to the model and to the chosen averaging width.

What goes wrong when the quanta miss the grid

The recursion accepts only integer steps. If a quantum is not a multiple of δ it must be rounded, and the recursion then counts exactly the states of a different set of oscillators. The error can be enclosed. Let all quanta be rounded up to the grid in one calculation and down in another:

ν_i^down ≤ ν_i ≤ ν_i^up.

A state below E with the raised quanta is also below E with the true ones, and a state below E with the true quanta is also below E with the lowered ones. Therefore

W_up(E) ≤ W(E) ≤ W_down(E).

The rounded energies are integer multiples of δ, so each rounded count is read at the largest grid index not exceeding E/δ. Every quantum must be at least δ. Otherwise rounding down gives a mode of zero energy, which has infinitely many states at every level.

The bracket can be restated as an energy error. Rounding changes a quantum by less than δ, hence by a relative amount below η = δ/ν_min, where ν_min is the smallest quantum. Every state energy is then raised by at most the factor 1+η or lowered by at most the factor 1−η, and for η < 1

W(E/(1+η)) ≤ W_up(E), and W_down(E) ≤ W(E/(1−η)).

If E lies strictly between two levels, both outer counts equal W(E) once δ is small enough. At an energy that coincides with a level this need not happen, because an arbitrarily small upward shift removes states of that level from the count.

The model can show the effect if it is deliberately put on unsuitable grids. The energy 20050 cm⁻¹ lies midway between two of its levels, and the true count there is still 1,039,521. The rounded counts are:

δ = 70 cm⁻¹: up 890,047; nearest 1,086,913; down 1,335,642
δ = 30 cm⁻¹: up 987,859; nearest 1,074,170; down 1,074,170
δ = 7 cm⁻¹: up 1,030,332; nearest 1,038,828; down 1,073,154

Relative to the true count, rounding to the nearest grid point errs by +4.6, +3.3 and −0.07 percent.

For δ = 30 cm⁻¹ two entries coincide. The quantum 900 cm⁻¹ is on the grid, while 1000 and 2200 cm⁻¹ have their nearest grid points below them, at 990 and 2190 cm⁻¹. Nearest rounding and rounding down are then the same operation, and the error cannot be negative.

The very small error for δ = 7 cm⁻¹ needs a different reading. The nearest quanta are 903, 1001 and 2198 cm⁻¹. A state with a quanta in the t2 bends, b in the e bends and c in the stretches moves by

3a + b − 2c (in cm⁻¹).

To enter the count wrongly, a state must come down from 20100 cm⁻¹ or higher, a drop of at least 50 cm⁻¹. At 20100 cm⁻¹ at most 9 stretching quanta fit, which gives a drop of at most 18 cm⁻¹. At higher energy E the largest drop is E/1100, which grows much more slowly than the required E − 20050, so no state enters. To leave the count, a state must rise by more than 50 cm⁻¹, which takes many quanta in the 900 cm⁻¹ bends. The difference 1,039,521 − 1,038,828 = 693 is the number of states that do. The error is small because 20050 cm⁻¹ lies well inside a gap between levels, and few states are shifted far enough to cross that energy. At 20000 cm⁻¹ itself, every state of that level with a positive shift is lost. These are 28,187 of its 35,371 states, or 2.7 percent of the whole count. The bracket is the safer statement of accuracy, but it must be taken at the energy in question: for this spacing it runs from −0.9 to +3.2 percent at 20050 cm⁻¹ and from −3.4 to +0.1 percent at 20000 cm⁻¹.

From the count to silane decomposition

At temperature T let τ = k_BT/(hc). The vibrational partition function is the power series G evaluated at z = exp(−δ/τ), which is less than 1:

Q = Σ_k g_k exp(−E_k/τ) = Π_i 1/(1 − exp(−ν_i/τ)).

The product gives Q without any count. What it does not give directly is the distribution over energy, and this is what the reaction needs. The equilibrium fraction of molecules at or above the threshold E_0 is

f = (1/Q) Σ_{E_k ≥ E_0} g_k exp(−E_k/τ).

Suppose that collisions are strong, so that each one leaves the molecule with an energy drawn from the equilibrium distribution. Suppose also that the pressure is so low that every molecule at or above E_0 decomposes before its next collision. Then each collision leads to reaction with probability f, and the rate constant is the collision frequency times f. Weak collisions, rotation and higher pressure all require more than this.

At 1000 K, τ = 695.0 cm⁻¹ and E_0/τ = 28.78. The product gives Q = 5.335. With the recursion carried to 100000 cm⁻¹, where the Boltzmann factor is negligible, the sum gives f = 1.95×10⁻⁸. The threshold level by itself supplies 10.8 percent of f. Whether "at" the threshold counts as reactive thus changes the rate by about a tenth, a consequence of the model's levels being 100 cm⁻¹ apart.

Classical oscillators offer a closed formula that avoids counting. Their sum of states is the lower volume bound E^s/(s! Π_i ν_i), and its derivative is the density E^{s−1}/((s−1)! Π_i ν_i). With t = E/τ and x = E_0/τ, the fraction above threshold is

f_cl = (1/(s−1)!) ∫_x^∞ t^{s−1} e^{−t} dt.

One integration by parts gives x^{s−1}e^{−x}/(s−1)! plus the same expression with s lowered by one. Repeating this down to s = 1, where the integral is e^{−x}, yields

f_cl = e^{−x} Σ_{j=0}^{s−1} x^j/j!.

Classical energies start at the potential minimum. If the same threshold of 20000 cm⁻¹ is counted from there, with the zero-point energy ignored, the model gives f_cl = 5.06×10⁻⁶, which is 260 times the quantum value. The cause is found by separating numerator and denominator. The classical partition function is

Q_cl = Π_i (τ/ν_i) = (0.772)³ (0.695)² (0.316)⁴ ≈ 0.0022,

about 2400 times smaller than Q. The classical numerator f_cl Q_cl ≈ 1.1×10⁻⁸ is also too small, but only by a factor of about 9, since f Q ≈ 1.04×10⁻⁷. The ratio 2400/9 accounts for the factor of 260. The overestimate thus comes from the thermally populated low levels, where quanta exceeding τ make the continuous description poor. The error of the numerator acts on the fraction in the opposite direction and cancels part of this. Both factors depend on the energy origin. The zero-point energy of the model is ½Σ_i ν_i = 6750 cm⁻¹. If quantum and classical energies are both measured from the potential minimum, the classical threshold becomes 26750 cm⁻¹, the two numerators agree within 2 percent, Q_cl is about 7 times too large, and f_cl falls to 0.15 of the quantum value. The factor of 9 is thus the omitted zero-point energy. With either origin the main classical error lies in the partition function, and it is far too large for a rate constant.
